Diffuse transfer factors in a cylindrical hole from coaxial disk factors

PART 1. FROM COSINE EMISSION TO THE TRANSFER MATRIX

1.1 The hole and the quantity required

During atomic layer deposition in a narrow hole, a precursor molecule that strikes the wall without sticking leaves again and flies to another part of the hole. If the gas is dilute enough, it meets no other molecule on the way. The same happens to a neutral radical during etching. To find how much material reaches each depth, one divides the wall into annular bands and asks what fraction of the molecules leaving one band land next on another. Each such fraction is an integral over two curved surfaces. In a straight circular hole, none of these integrals has to be done separately: all of them follow from one function, the fraction of molecules leaving a flat disk that cross a second, equal disk on the same axis.

The hole has radius R and depth L. The coordinate z runs along its axis from the mouth at z = 0 to the flat floor at z = L. A wall band i occupies a ≤ z ≤ b and has width w = b − a and area A_i = 2πRw. The mouth, labelled m, and the floor, labelled f, are undivided disks of area πR². The bands do not overlap, and together they cover the wall.

Let F_ij be the fraction of particles emitted by surface i whose first landing is on surface j. The first index emits and the second receives. "Landing" on the mouth means leaving the hole through it. What happens after the first landing, whether sticking or renewed emission, does not enter F_ij.

Three assumptions fix these fractions. Particles fly in straight lines without collisions. Each surface emits uniformly over its area. The directions follow the cosine law: the probability of emission into a solid angle dΩ at angle θ from the surface normal is

p dΩ = (cosθ/π) dΩ.

The factor 1/π normalizes the law, because dΩ = 2π sinθ dθ after integration over azimuth and

∫₀^{π/2} (cosθ/π) 2π sinθ dθ = ∫₀^{π/2} 2 sinθ cosθ dθ = 1.

For the wall and floor, the law is a model of diffuse re-emission. For the mouth, it follows from the state of the gas outside. If molecular velocities there are distributed equally over all directions, the number crossing a unit area of the mouth per unit time is proportional to the normal velocity component v cosθ. The entering molecules therefore have a cosine distribution, and a uniform gas supplies them uniformly over the mouth.

1.2 Reciprocity

Consider a surface element dA on i and an element dA′ on j, a distance s apart. Let θ and θ′ be the angles between the connecting line and the two normals. Seen from dA, the second element fills the solid angle

dΩ = cosθ′ dA′/s²,

since only its area projected across the line of sight counts. Insertion into the cosine law and averaging over the uniformly emitting surface i give

F_ij = (1/A_i) ∫_i dA ∫_j dA′ cosθ cosθ′/(πs²).

No visibility factor is needed. The interior of the cylinder is convex: the straight segment between any two of its points stays inside. No part of the wall can shadow another.

The integrand is unchanged when the two elements are exchanged. The double integral is therefore the same for i → j and j → i, and only the area in front differs:

A_i F_ij = A_j F_ji.

This is the reciprocity relation. It is a statement about areas and directions, so it also applies when one of the surfaces is an imaginary disk across the hole. In that case F_ij is the fraction of straight paths from i that cross the disk, while F_ji is the fraction that would reach i from a cosine source placed on the disk.

The cosine on the emitting side is what makes the integrand symmetric. If emission were uniform over the hemisphere, p would be 1/(2π) and the integrand would be cosθ′/(2πs²), which contains the receiving angle alone. Reciprocity between mouth and wall would then fail in general. Between two wall elements it would survive, for a geometric reason. If their azimuths differ by φ, the component of the connecting vector along either inward normal is R(1 − cosφ), so that

cosθ = cosθ′ = R(1 − cosφ)/s.

Symmetry between wall bands is therefore no evidence that the emission obeys the cosine law.

1.3 The factor between two equal disks

Let D(z) be the fraction of particles emitted by one full disk of radius R that cross an equal coaxial disk at distance z. A particle leaving at angle θ to the axis has moved sideways by

ρ = z tanθ

when it reaches the second plane. Emission is uniform over the first disk and the direction does not depend on the starting point. For a given direction, the arrival points thus fill a circle of radius R whose centre is displaced by ρ. The fraction arriving inside the second disk is the overlap of two circles with centres ρ apart, divided by πR². Particles that would have struck the wall on the way are treated correctly: continued in a straight line, they arrive outside the second disk.

The overlap consists of two equal circular segments. With x = ρ/(2R) and cosα = x, each segment is a sector of area R²α minus a triangle of area R² sinα cosα. The overlap fraction is

o(x) = (2/π)[arccos x − x√(1 − x²)]   for 0 ≤ x ≤ 1,

and it vanishes for x > 1.

The probability of an emission angle between θ and θ + dθ is 2 sinθ cosθ dθ = d(sin²θ). Define

q = z/(2R).

Then tanθ = ρ/z = x/q, and

sin²θ = tan²θ/(1 + tan²θ) = x²/(x² + q²) = S(x).

The disk factor is the average of o over this distribution. For q > 0, integration by parts gives

D = ∫₀¹ o(x) S′(x) dx = [o S]₀¹ − ∫₀¹ S(x) o′(x) dx.

The boundary term is zero because S(0) = 0 and o(1) = 0. The derivative of the overlap is

o′ = (2/π)[−1/√(1 − x²) − √(1 − x²) + x²/√(1 − x²)].

The first and third terms combine to −(1 − x²)/√(1 − x²) = −√(1 − x²). Hence o′ = −(4/π)√(1 − x²), and

D = (4/π) ∫₀¹ x²√(1 − x²)/(x² + q²) dx.

Now write x²/(x² + q²) = 1 − q²/(x² + q²). The first part uses ∫₀¹ √(1 − x²) dx = π/4, the area of a quarter circle. This leaves

D = 1 − (4q²/π) J,   J = ∫₀¹ √(1 − x²)/(x² + q²) dx.

The substitution x = sinφ turns J into

J = ∫₀^{π/2} cos²φ/(sin²φ + q²) dφ.

Since cos²φ = (1 + q²) − (sin²φ + q²),

J = (1 + q²) I − π/2,   I = ∫₀^{π/2} dφ/(sin²φ + q²).

With t = tanφ one has dφ = dt/(1 + t²) and sin²φ = t²/(1 + t²), so

I = ∫₀^∞ dt/[q² + (1 + q²)t²] = π/[2q√(1 + q²)].

Therefore J = (π/2)[√(1 + q²)/q − 1], and

D = 1 − 2q√(1 + q²) + 2q² = [√(1 + q²) − q]².

The last form is confirmed by expanding the square. Since [√(1 + q²) − q][√(1 + q²) + q] = 1, an equal expression is

D(z) = 1/[√(1 + q²) + q]²,   q = z/(2R).

This is the better form for a computer, because it subtracts no nearly equal numbers when q is large.

Two limits show its behaviour. For small q, expansion of the square root gives

D = 1 − 2q + 2q² − q³ + O(q⁵).

To first order, 1 − D = z/R: this is the fraction lost to a short piece of wall between the disks. For large q the denominator tends to 4q², so D → R²/z². That is the area πR² of the distant disk divided by πz², as the cosine law requires for emission nearly along the axis.

1.4 From a disk to a band, and back

Place a cosine source on a full disk at one end of a piece of the hole, and let a band lie between distances u and v from it, with u < v. Along a straight path the axial coordinate changes in one direction only. A particle that lands in the band has crossed the plane at u and does not cross the plane at v. Every particle that crosses v within the hole has also crossed u. Subtraction gives

F(disk → band) = D(u) − D(v).

Reciprocity now supplies the opposite direction. The ratio of the disk area to the band area is πR²/(2πRw) = R/(2w), so

F(band → disk) = (R/2w)[D(u) − D(v)].

The distance to the nearer edge of the band stands first. For the mouth, u = a and v = b; for the floor, u = L − b and v = L − a. Thus

F_mi = D(a) − D(b),   F_im = (R/2w)[D(a) − D(b)],

F_fi = D(L − b) − D(L − a),   F_if = (R/2w)[D(L − b) − D(L − a)].

As an illustration, take a very narrow band touching the mouth, with a = 0 and b = w. Then D(0) − D(w) ≈ w/R and F_im → 1/2. Half of its particles leave at once, namely those whose direction points toward the mouth.

1.5 From one band to another

Let the receiving band j occupy c ≤ z ≤ d and lie deeper than i, so that c ≥ b. A particle from i that lands on j crosses the imaginary disk at c and not the one at d. The required fraction is the difference of two band-to-disk factors:

F_ij = F(i → disk at c) − F(i → disk at d).

From the disk at c, the edges of i lie at distances c − b and c − a. From the disk at d, they lie at d − b and d − a. Hence

F_ij = (R/2w){[D(c − b) − D(c − a)] − [D(d − b) − D(d − a)]}.

If j lies above i, so that d ≤ a, the plane at d is crossed first. The same reasoning gives

F_ij = (R/2w){[D(a − d) − D(b − d)] − [D(a − c) − D(b − c)]}.

Written with absolute distances, the four terms carry the same signs in both cases: plus for the pairs (c,b) and (d,a), minus for (c,a) and (d,b).

A band also receives its own particles, because the wall is curved. Those that do not land on band i cross one of the two disks at its edges, and a straight path cannot cross both after starting between them. For each edge disk the near distance is 0 and the far distance is w, so the escaping fraction is (R/2w)[1 − D(w)]. Therefore

F_ii = 1 − (R/w)[1 − D(w)].

Setting c = a and d = b in the four-term bracket gives D(w) − 1 − 1 + D(w) = −2[1 − D(w)]. Multiplied by R/2w, this is F_ii − 1. One expression thus covers both cases:

F_ij = δ_ij + (R/2w)[D(|c − b|) − D(|c − a|) − D(|d − b|) + D(|d − a|)].

Here δ_ij is 1 for i = j and 0 otherwise, and w is the width of the emitting band. The expression holds for identical bands and for bands without overlap. Partly overlapping bands must first be divided at their common edges.

1.6 Closure

The matrix is completed by F_mf = F_fm = D(L) and F_mm = F_ff = 0, since a flat surface cannot receive its own straight paths. Every particle lands somewhere or leaves, so each row must sum to 1. The formulas satisfy this identically. For a wall band define

H(p) = D(|p − b|) − D(|p − a|).

The bracket for receiving band j is H(c) − H(d). Summed over adjoining bands, the intermediate values cancel and leave

H(0) − H(L) = D(b) − D(a) − D(L − b) + D(L − a).

Multiplied by R/2w, this is −F_im − F_if. The δ term adds 1, and adding the two disk factors gives a row sum of 1. For the mouth, the wall terms sum to D(0) − D(L) = 1 − D(L), and the floor contributes D(L). The floor row follows by reflection.

A correct row sum alone does not establish that the individual entries are correct, because errors that cancel in the telescoping sum remain hidden.

PART 2. NUMBERS, NARROW BANDS AND THE FLUX BALANCE

2.1 Results carried over

The hole has radius R, mouth m at z = 0 and floor f at z = L. Band i = [a,b] has width w, and F_ij is the fraction emitted by i that lands first on j = [c,d]. For uniform cosine emission,

D(z) = 1/[√(1 + q²) + q]²,   q = z/(2R),

F_ij = δ_ij + (R/2w)[D(|c − b|) − D(|c − a|) − D(|d − b|) + D(|d − a|)].

For the mouth, F_mi = D(a) − D(b) and F_im = (R/2w)F_mi. The floor factors have the same form with distances measured from z = L, and A_i F_ij = A_j F_ji for every pair of surfaces.

2.2 A hole with four bands

Take the round values R = 50 nm and L = 400 nm, with band edges at 0, 50, 150, 250 and 400 nm. Nanometres suit this geometry, and all transfer factors are dimensionless. The disk factors needed for band 2, which runs from 50 to 150 nm, are

D(50 nm) = 0.381966,   D(100 nm) = 0.171573,
D(150 nm) = 0.091673,   D(200 nm) = 0.055728,
D(250 nm) = 0.037088,   D(350 nm) = 0.019615.

Its width is 100 nm, so R/2w = 0.25. Its six factors are

F_2m = 0.25(0.381966 − 0.091673) = 0.0726,
F_21 = 0.25(0.091673 − 0.381966 − 0.171573 + 1) = 0.1345,
F_22 = 1 − 0.5(1 − 0.171573) = 0.5858,
F_23 = 0.25(1 − 2 × 0.171573 + 0.055728) = 0.1781,
F_24 = 0.25(0.171573 − 0.055728 − 0.037088 + 0.019615) = 0.0246,
F_2f = 0.25(0.037088 − 0.019615) = 0.0044.

More than half of the particles leaving this band land on it again. A program that sets the diagonal to zero discards this part of the transport. The whole matrix, rounded to three decimals with emitters in rows, is

from      m      1      2      3      4      f
m       0.000  0.618  0.290  0.055  0.022  0.015
1       0.309  0.382  0.269  0.031  0.007  0.002
2       0.073  0.135  0.586  0.178  0.025  0.004
3       0.014  0.015  0.178  0.586  0.193  0.014
4       0.004  0.002  0.016  0.129  0.697  0.151
f       0.015  0.004  0.017  0.055  0.908  0.000

The matrix is not symmetric, because the areas differ. Band 4 is 1.5 times as wide as band 2, and correspondingly F_24 = 0.0246 is 1.5 times F_42 = 0.0164.

The role of the cosine law can be seen by tracing rays, with 300,000 random starting points and directions for each source. The ratio A_2 F_2m/(A_m F_m2) comes out as 1.000 for cosine emission. For emission uniform in solid angle it is about 2.0. In that case, reciprocity would give a factor F_2m too small by about a factor of two. This number belongs to band 2 alone. The ratio grows with depth, to about 4 for band 3 and about 6 for band 4.

2.3 An imaginary disk does not re-emit

It is tempting to build F_24 as a product: the fraction of particles from band 2 that cross the disk at 150 nm, times the fraction that a disk there sends to band 4. The first factor is 0.25(1 − 0.171573) = 0.2071. Band 4 lies between 100 and 250 nm from that disk, so the second is 0.171573 − 0.037088 = 0.1345. Their product is 0.0279, which is 13% above the correct value 0.0246.

The product assumes that particles crossing the disk have a cosine distribution, uniform over its area. They do not. A path parallel to the axis, traced backward from the disk, never meets band 2, so that direction is absent from the particles the band supplies. The subtraction in Part 1 avoids this assumption. It counts the original straight paths through two planes and never replaces their directions by new ones. A product of factors is appropriate at a real surface where particles land and are emitted afresh, provided that the new emission is uniform over that surface.

2.4 Narrow bands

The four-term bracket is an integrated second derivative. For z′ > z, integration first over the receiving band and then over the emitting band gives

∫_a^b dz ∫_c^d dz′ D″(z′ − z)
= ∫_a^b dz [D′(d − z) − D′(c − z)]
= D(c − b) − D(c − a) − D(d − b) + D(d − a).

The signs in the last line arise because the derivative of D(d − z) with respect to z is −D′(d − z). Therefore, for separate bands,

F_ij = (1/w) ∫_i dz ∫_j dz′ K(|z − z′|),   K = (R/2)D″.

K is the probability per unit length that a particle emitted at z lands at z′. To find it, differentiate D = 1 + 2q² − 2q√(1 + q²) with respect to q:

dD/dq = 4q − 2(1 + 2q²)/√(1 + q²),

d²D/dq² = 4 − 8q/√(1 + q²) + 2q(1 + 2q²)/(1 + q²)^{3/2}
= 4 − 2q(3 + 2q²)/(1 + q²)^{3/2}.

Each derivative with respect to z adds a factor 1/(2R). The total prefactor is (R/2)/(4R²) = 1/(8R), so

K = (1/2R){1 − q(3 + 2q²)/[2(1 + q²)^{3/2}]},   q = |z − z′|/(2R).

In the example, K(0) = 1/(100 nm) = 0.0100 per nm. At a separation of 100 nm, q = 1 and K = 0.00116 per nm, smaller by a factor of 8.6. At separations much larger than R, D tends to R²/z², and two derivatives give K → 3R³/|z − z′|⁴. Long direct flights exist, but their density falls steeply.

For a narrow band, the expansion of D in Part 1 gives, with q = w/(2R),

F_ii = 1 − (1/2q)(2q − 2q² + q³ + …) = q − q²/2 + …
= w/(2R) − w²/(8R²) + ….

A band 1 nm wide in this hole has F_ii = 0.01 − 0.00005 = 0.00995. The self-factor thus vanishes with the width, as it must, while the total transfer to the surrounding wall remains finite.

Very narrow bands also have a numerical cost. For two bands of equal width w, the bracket is of order w²D″, although it is formed from larger numbers. If each value of D carries a relative rounding error ε, a distant pair has D ≈ R²/z² and D″ ≈ 6R²/z⁴, where z is now the separation. The relative error of F_ij is then of order εz²/(6w²). When this becomes too large for the purpose, K multiplied by the receiving width, with K taken between band centres, avoids the four-term subtraction. The formula for K above has a cancellation of its own at large q, but this can be removed. With E = 2(1 + q²)^{3/2} and N = q(3 + 2q²), the brace is 1 − N/E = (E² − N²)/[E(E + N)], and expansion gives E² − N² = 4 + 3q². Hence K = (4 + 3q²)/[2R E(E + N)], which contains no subtraction. The discretization error of this replacement falls as the square of the width wherever K is smooth.

2.5 The steady flux

Let Γ₀ be the number of particles entering a unit area of the mouth per unit time, and let g_iΓ₀ be the average incident flux on surface i. At each impact a particle sticks with probability s and is otherwise re-emitted by the cosine law. The hole is assumed to change so little during the flights that the flux is steady. Particles arrive on i from the mouth and from all interior surfaces j:

A_i g_i = A_m F_mi + (1 − s) Σ_j A_j g_j F_ji.

The sum runs over the wall bands and the floor. It excludes the mouth because particles that leave do not return. Reciprocity replaces A_m F_mi by A_i F_im and A_j F_ji by A_i F_ij. Division by A_i gives

g_i = F_im + (1 − s) Σ_j F_ij g_j.

The order of the indices needs care. The sum runs over sources j, but the factor is F_ij, which was defined for emission from i. Reciprocity has absorbed the area ratio. If F_ji is used instead, the area ratio A_j/A_i must be kept.

Let B be the part of F that contains the interior surfaces alone. The equations are then

[1 − (1 − s)B] g = h,   h_i = F_im,

where the first 1 is the unit matrix. Each row of B sums to 1 − F_im, which is less than 1 because every interior surface sees the mouth. The matrix therefore has an inverse, and repeated substitution converges, even for s = 0. In that case g_i = 1 solves the equations on every surface: without loss, the incident flux in the hole equals that at the mouth, whatever the depth.

Of the particles that enter, the fraction absorbed by surface i is s g_i A_i/A_m. The fraction that finally escapes is

P = (1 − s) Σ_j F_mj g_j,

where reciprocity has again removed the areas. To see that these outcomes exhaust all particles, sum the first balance equation over i. Since Σ_i F_mi = 1 and Σ_i F_ji = 1 − F_jm,

Σ_i A_i g_i = A_m + (1 − s) Σ_j A_j g_j (1 − F_jm).

Moving the terms without F_jm to the left and dividing by A_m gives

s Σ_i g_i A_i/A_m = 1 − P.

This holds for any choice of bands, including one too coarse to give an accurate flux. Particle conservation is therefore no measure of the discretization error.

2.6 Fluxes in the example

Let s = 0.1 on the wall and floor. The linear equations were solved once with the four bands above and once with 160 bands, each 2.5 nm wide. The fine values were then averaged over the four original bands. The relative incident fluxes are

surface    4 bands    160 bands
band 1      0.637       0.651
band 2      0.413       0.410
band 3      0.257       0.236
band 4      0.176       0.149
floor       0.181       0.149

Relative to the fine result, the coarse one is 18% too high in band 4 and 22% too high on the floor. The transfer factors for uniformly emitting bands are not at fault. The error comes from applying them where emission is not uniform: the flux falls with depth, but the coarse model restarts each re-emitted particle at a random depth within the band where it landed. Some particles are thereby moved deeper and others moved outward. This argument identifies the source of the error but does not by itself fix its sign.

Doubling the number of equal bands from 40 to 80 changes the averaged fluxes by at most 3.0 × 10⁻⁴, and doubling it again by at most 7.6 × 10⁻⁵. These are absolute changes of g. The ratio is 4.0, as expected for an error proportional to the square of the band width. If this trend continues, the error due to the finite band width is, with 160 bands, about one third of the last change, or 2.5 × 10⁻⁵. This estimate does not include the error from treating the floor as one uniformly emitting disk, because the floor was not divided.

The area ratios A_i/A_m = 2w/R are 2, 4, 4 and 6 for the bands and 1 for the floor. For example, band 2 absorbs 0.1 × 0.410 × 4 = 0.164 of the entering particles. The full balance with 160 bands is

band 1 0.130,  band 2 0.164,  band 3 0.094,
band 4 0.090,  floor 0.015,  escaped 0.507.

Band 2 absorbs more than band 1 although its flux per area is lower, because it has twice the area. With four bands the escaping fraction is 0.481, about 5% below the fine result.

The same model can be evaluated without a matrix by following individual particles through repeated impacts. A sample of 200,000 histories gives an escaping fraction of 0.509 and an absorbed fraction of 0.0877 in band 4, where the balance gives 0.0895. These differences are 1.9 and 2.8 standard errors of the sample. The second is rather large for a chance deviation, and this sample alone cannot separate chance from a small bias.

2.7 Where the result applies

The transfer factors hold for any depth of the hole and any width of the bands, provided that each surface emits uniformly. The flux balance needs bands narrow enough that the emission varies little across each of them. Both require flights without collisions, so the mean free path in the gas must be long compared with the flight paths that matter. Both also require cosine emission. Specular reflection and a directed ion beam need other factors.

A sticking probability that differs between surfaces is easily included: 1 − s is replaced by 1 − s_j inside the sum. If s depends on surface coverage, the flux can be solved again as the coverage changes, provided that the coverage changes slowly compared with the passage of particles through the hole.

A film of equal thickness on the whole wall leaves a cylinder with a smaller R. A film that is thicker near the mouth does not, and the present D(z) then fails because the cross-sections are no longer equal. If the open space is still convex and circular about the axis, the counting of paths through successive planes remains valid, but it needs factors for unequal disks and the true areas of the sloping bands. If the space is no longer convex, one part of the wall can shadow another, and visibility must be calculated explicitly.
